Why n-Silicon Piezoresistance Has π11 ≈ −2π12 and Small π44

**Q.** I stress bars of n-type silicon and measure resistivity. With tension along [100], the resistivity along the stress falls strongly, while the resistivity across it rises by about half as much. A shear stress in the cube axes does little. Roughly, the three coefficients are −1.0, +0.5 and −0.1 per GPa. What exactly do they describe?

**A.** They are the linear response of the resistivity tensor ρ_ij to the stress tensor X_ij. With tension positive and axes along the cube edges, cubic symmetry leaves three constants:

δρ_xx/ρ = π11 X_xx + π12 (X_yy + X_zz)

δρ_xy/ρ = π44 X_xy

and the same with the axes permuted. The strain is

ε_xx = S11 X_xx + S12 (X_yy + X_zz), ε_xy = S44 X_xy/2.

These are changes of resistivity. The resistance R = ρL/A of a [100] bar also changes through its shape, by δR/R − δρ/ρ = ε_xx − ε_yy − ε_zz = (S11 − 2S12)X.

I shall use round model parameters of silicon's general kind, not a fit to silicon: S11 = 0.008, S12 = −0.002 and S44 = 0.012 per GPa. The shape term is then 0.012 per GPa, about a hundredth of your longitudinal coefficient.

**Q.** At 0.1 GPa the strain is below one part in a thousand, yet the resistivity changes by about ten percent. What amplifies it?

**A.** The electrons sit in six valleys, two on each cube axis. In each valley the mass is m_l along the axis and a smaller m_t across it. Without stress the valleys are equally filled, and their anisotropies cancel in the sum. A small energy difference between valleys spoils the cancellation, and the scale on which it is judged is kT.

First we need the conductivity of one pair of valleys, labelled i = x, y, z by its axis. Let ε now be the energy above the valley edge E_i, and ζ the chemical potential. I assume parabolic valleys, nondegenerate electrons, and a relaxation time τ(ε) that is isotropic and the same in every valley. The Boltzmann equation gives, per unit volume,

σ_i,aa = e² Σ_k v_a² τ (−∂f/∂E), f = exp[(ζ − E_i − ε)/kT].

Here −∂f/∂E = f/kT. Put k_a = √(2m_a) w_a/ħ, so that ε = w² and v_a² = (ħk_a/m_a)² = 2w_a²/m_a. The average of w_a² over directions is ε/3, and the density of states is proportional to √ε. Hence

σ_i,aa = n_i e²⟨τ⟩/m_a

⟨τ⟩ = (2/3kT) ∫ε^(3/2) τ e^(−ε/kT) dε / ∫ε^(1/2) e^(−ε/kT) dε.

The factor exp[(ζ − E_i)/kT] has gone entirely into the density n_i, so shifting the valley leaves ⟨τ⟩ unchanged. Off-diagonal elements vanish because v_a v_b is odd in k_a.

Define the mobilities μ_l = e⟨τ⟩/m_l and μ_t = e⟨τ⟩/m_t, with K = μ_t/μ_l = m_l/m_t. Along x, the x pair contributes μ_l and the other two contribute μ_t:

σ_xx = e(n_x μ_l + n_y μ_t + n_z μ_t).

With n_i = n/3 this becomes σ0 = (ne/3)(μ_l + 2μ_t), the same in every direction.

**Q.** How does stress change the valley energies?

**A.** To first order the shift is linear in strain, and symmetry restricts it. Consider a valley on the x axis. A half turn about x leaves the valley in place but reverses ε_xy and ε_xz. A quarter turn reverses ε_yz. None of the three can therefore appear linearly. The quarter turn also exchanges ε_yy and ε_zz, which must enter as their sum. Two constants remain, and for pair i we can write

δE_i = Ξ_d (ε_xx + ε_yy + ε_zz) + Ξ_u ε_ii.

The Ξ_d term moves all valleys together. I take the total electron density n as fixed, with all donors ionized, so a common shift is absorbed by ζ. What matters is u_i, the shift measured from the mean of the three pairs.

For stress X along [100], ε_xx = S11 X and ε_yy = ε_zz = S12 X. The mean of the ε_ii is (S11 + 2S12)X/3. Subtracting it gives

u_x = Ξ_u X [S11 − (S11 + 2S12)/3] = (2/3)W

u_y = u_z = Ξ_u X [S12 − (S11 + 2S12)/3] = −(1/3)W

W = Ξ_u (S11 − S12) X.

Take Ξ_u = 9 eV and X = 0.1 GPa. Then W = 9 × 0.010 × 0.1 eV = 9 meV, so the x valleys rise by 6 meV from the mean and the others fall by 3 meV. At 300 K, kT = 25.85 meV.

**Q.** And the populations?

**A.** At fixed total density,

n_i = n exp(−u_i/kT) / Σ_j exp(−u_j/kT).

Because Σ_j u_j = 0, the denominator is 3 up to terms of second order. Therefore

n_i ≈ (n/3)(1 − u_i/kT).

In the example this gives fractions of about 0.256 for the x pair and 0.372 for each of the others. The full exponentials give 0.261 and 0.370.

**Q.** Then what are π11 and π12?

**A.** Insert the population changes into σ_xx:

δσ_xx = (ne/3)(W/kT)[−(2/3)μ_l + (1/3)μ_t + (1/3)μ_t]
= (ne/3)(W/kT)(2/3)(μ_t − μ_l).

Divide by σ0, then divide numerator and denominator by μ_l:

δσ_xx/σ0 = (2/3)(W/kT)(K − 1)/(2K + 1).

For current along y, the y pair contributes μ_l and the x and z pairs contribute μ_t:

δσ_yy = (ne/3)(W/kT)[−(2/3)μ_t + (1/3)μ_l + (1/3)μ_t]
= −(ne/3)(W/kT)(1/3)(μ_t − μ_l).

The tensor is diagonal, so to first order δρ_aa/ρ = −δσ_aa/σ0. Dividing by X gives

π11 = −(2/3) [Ξ_u (S11 − S12)/kT] (K − 1)/(2K + 1)

π12 = +(1/3) [Ξ_u (S11 − S12)/kT] (K − 1)/(2K + 1) = −π11/2.

This is the Herring–Vogt many-valley result for repopulation. The sign has a direct reading. With Ξ_u > 0, tension along x raises the x valleys. Their electrons move to the y and z valleys, where the mass along x is the light one, so ρ_xx falls.

With m_l = 0.9 m and m_t = 0.2 m, where m is the free-electron mass, K = 4.5 and (K − 1)/(2K + 1) = 0.35. Then

π11 = −(2/3)(9 × 0.010/0.025852)(0.35) = −0.812 per GPa

and π12 = +0.406 per GPa. Since 1 GPa = 10¹⁰ dyn/cm², these are −8.12×10⁻¹¹ and +4.06×10⁻¹¹ cm²/dyn. The numerical check obtains the same values by integrating the Boltzmann expression over k, without expanding the populations.

If K = 1 both coefficients vanish: moving electrons between isotropic valleys changes nothing. Valley splitting and mass anisotropy are both needed.

**Q.** The masses cancel from the ratio. Is there a reason for −2 that does not need the algebra?

**A.** Yes. Add the conductivities along the three axes. An electron in any valley contributes μ_l once and μ_t twice, so

σ_xx + σ_yy + σ_zz = e(n_x + n_y + n_z)(μ_l + 2μ_t) = ne(μ_l + 2μ_t).

Moving electrons between valleys cannot change this sum. For [100] stress, σ_yy = σ_zz, so δσ_xx = −2δσ_yy.

The same fact can be put as an experiment. Under equal stresses P on all three axes, δρ_xx/ρ = (π11 + 2π12)P. Such a stress shifts all valleys equally and repopulates nothing, so π11 + 2π12 = 0. The ratio −2 thus says that the resistivity does not respond to hydrostatic stress.

**Q.** Should I see the ratio −2 at large stress too?

**A.** In the conductivity changes, yes, as long as ⟨τ⟩ stays the same in every valley, because the sum rule did not use small stress. In the resistivity changes, no, because ρ_aa = 1/σ_aa is not linear. The full exponentials give:

X = +0.1 GPa: δρ_xx/ρ = −0.071, δρ_yy/ρ = +0.040
X = −0.1 GPa: δρ_xx/ρ = +0.093, δρ_yy/ρ = −0.041

The linear formula gives ∓0.081 and ±0.041. The ratio is about −1.8 in tension and −2.3 in compression, so π11 and π12 should be taken from the slope at zero stress.

At very large stress the response saturates. Tension empties the x valleys and leaves σ_xx = neμ_t. Compression puts all electrons into them and leaves σ_xx = neμ_l. Relative to σ0,

tension: 3K/(2K + 1) = 1.35
compression: 3/(2K + 1) = 0.30.

At ±1 GPa the model gives 1.33 and 0.36. These limits belong to the repopulation model; a real crystal may fracture, or its masses may change, before they are reached.

**Q.** You kept τ unaffected by stress. But electrons scatter from one valley to another, and that must depend on the splitting.

**A.** It does, and it changes the size of π11 and π12 but not their ratio. Suppose the scattering rates depend on stress through valley energy differences alone. To first order, with y and z equivalent as seen from an x valley,

δln⟨τ_x⟩ = R u_x + R′(u_y + u_z).

A common shift changes no energy difference, so R + 2R′ = 0, or R′ = −R/2. Also u_y + u_z = −u_x. Hence

δln⟨τ_x⟩ = R u_x + (R/2)u_x = (3/2)R u_x ≡ −a u_x/kT.

The other pairs obey the same law. The conductivity of pair i then changes by

δσ_i/σ_i = −u_i/kT − a u_i/kT = −(1 + a)u_i/kT.

Every step that led to π11 and π12 goes through with an extra factor 1 + a, and the ratio stays −2.

For an example, let the rate within a valley be proportional to √ε. Add absorption and emission of 50 meV phonons that carry electrons to the other two pairs, with the rate into each pair proportional to the square root of the final kinetic energy and to the thermal phonon factor, and with the same prefactor per pair as the rate within a valley. These transitions randomize the velocity, so 1/τ is the total rate. Numerical integration gives a = 0.37. A raised valley loses electrons and, in addition, those that remain scatter faster, because they reach the lower valleys at a higher kinetic energy, where more final states are available. With this scattering π11 would be −0.812 × 1.37 = −1.11 per GPa. The value of a belongs to the chosen couplings: doubling the intervalley prefactor, as when each of the two valleys of a pair carries the full coupling, gives a = 0.49. Because τ now differs between valleys, the sum of the three conductivities is conserved only to first order in stress; at ±0.1 GPa the ratio δσ_xx/δσ_yy is about −2.2 in tension and −1.8 in compression.

**Q.** What do temperature and heavy doping do?

**A.** In the nondegenerate formula π11 varies as 1/T if K and a do not change with temperature. In the phonon example a does change, from 0.01 at 100 K to 0.17 at 200 K, 0.37 at 300 K and 0.52 at 400 K, so there |π11| falls more slowly than 1/T.

For degenerate electrons I take constant τ. Then σ_i,aa = n_i e²τ/m_a for any filling. To see this, use v_a ∂f/∂E = (1/ħ)∂f/∂k_a and integrate by parts:

Σ_k v_a² (−∂f/∂E) = −Σ_k v_a (1/ħ)∂f/∂k_a = Σ_k f (1/ħ)∂v_a/∂k_a = n_i/m_a.

Let N(ζ − E_i) be the density in one pair and N′ its derivative. A shift gives δn_i = N′(δζ − δE_i). Fixed total density requires Σ_i δn_i = 0, so δζ is the mean of the δE_i, and

δn_i/n_i = −u_i N′/N.

Thus N′/N replaces 1/kT. For Boltzmann filling N is proportional to exp(ζ/kT) and the two agree. For strong degeneracy N is proportional to (ζ − E_i)^(3/2), so N′/N = 3/[2(ζ − E_i)]. With ζ five kT above the edge, this limit predicts a reduction to 0.30 of the nondegenerate coefficient; the Fermi integrals give 0.28. The ratio of π11 to π12 is again −2.

**Q.** Now the shear coefficient. Why is it small?

**A.** The symmetry argument has already shown that ε_xy shifts no valley to first order. The populations stay equal and repopulation gives π44 = 0.

**Q.** But I measure something, about a tenth of π11. Where does it come from?

**A.** A plausible main source is a change in the shape of the z valleys. They lie near the zone-boundary point X, where the two lowest conduction bands cross. Measure k from X, and let the minima lie at k_z = ±k0. On the z axis the bands are ħ²k_z²/2m_l ± ħ²k0k_z/m_l. Shear ε_xy couples them, and so does the product k_xk_y, which has the same symmetry. A standard two-band model has the coupling

C = Dε_xy − ħ²k_xk_y/M

and its lower band is

E = ħ²k_z²/2m_l + ħ²(k_x² + k_y²)/2m_t − √[(ħ²k0k_z/m_l)² + C²].

Let Δ = 2ħ²k0²/m_l, the separation of the bands at the unstrained minimum, and define q = k_z/k0 and κ = 2Dε_xy/Δ. At k_x = k_y = 0,

E = Δq²/4 − (Δ/2)√(q² + κ²).

Setting dE/dq = (Δq/2)[1 − 1/√(q² + κ²)] to zero gives q² + κ² = 1 at the minimum, for |κ| < 1. There E = Δ(1 − κ²)/4 − Δ/2 = −Δ/4 − κ²Δ/4. The valley moves by −κ²Δ/4, which is second order in strain.

Its shape changes in first order. Call the square root Q; at the minimum Q = Δ/2. The first derivatives of C vanish at k_x = k_y = 0, so only its mixed second derivative contributes:

∂²E/∂k_x∂k_y = −(C/Q) ∂²C/∂k_x∂k_y = −[(κΔ/2)/(Δ/2)](−ħ²/M) = κħ²/M.

The inverse mass tensor of the z valleys acquires the element (1/m)_xy = κ/M, while its xx and yy elements stay 1/m_t. Along [110] the inverse mass is 1/m_t + κ/M, and along [1−10] it is 1/m_t − κ/M.

With D = 15 eV, Δ = 0.5 eV, M = 0.25 m and ε_xy = 0.005, κ = 0.30. The masses become 1/(5 + 1.2) = 0.161 m and 1/(5 − 1.2) = 0.263 m. The minimum moves by −11 meV.

**Q.** How does that become π44?

**A.** Take constant τ and kT ≪ Δ. The density of states depends on the determinant of the inverse mass tensor. Its transverse part is 1/m_t² − κ²/M², and d²E/dq² = (Δ/2)(1 − κ²) at the minimum; both change in second order. So n_z = n/3 to first order, and

σ_xy = (n/3)e²τ κ/M

σ0 = (n/3)e²τ(1/m_l + 2/m_t).

Inverting a tensor close to σ0 times the unit tensor gives δρ_xy/ρ = −σ_xy/σ0. With ε_xy = S44 X_xy/2, κ = S44 D X_xy/Δ. Therefore

π44 = −(S44 D/Δ)(1/M)/(1/m_l + 2/m_t).

The first factor is 0.012 × 15/0.5 = 0.36 per GPa, and the second is 4/(1.11 + 10) = 0.36. Their product gives π44 = −0.130 per GPa, or −1.30×10⁻¹¹ cm²/dyn, which is 0.16 of π11. The negative sign follows from taking D and M positive.

There is no 1/T in this formula. It is a low-temperature limit: averaging σ_xy over the two-band surface, with σ0 kept at its parabolic value, gives −0.1308 per GPa at kT = 1 meV and −0.1302 at 0.5 meV, heading to −0.1296. Up to room temperature the growth is faster than linear: at 300 K the same average over the lower band gives about −0.18 per GPa, a third larger in magnitude than the formula. The same surface also lowers σ0, which this average leaves out: expanding the square root gives a term −(ħ²k_xk_y/M)²/Δ, and with ⟨k_y²⟩ = m_t kT/ħ² it reduces the average transverse inverse mass by the fraction 2(m_t/M)²kT/Δ, to first order in kT. With σ0 averaged over the same surface, the lower band gives about −0.19 per GPa at 300 K, nearly half as large again as the formula, so at room temperature the formula is only a rough estimate.

**Q.** Can one bar separate the large mechanism from the small one?

**A.** Cut it along [111]. For a bar along the unit vector n, the stress is X_ij = X n_i n_j and the measured resistivity is Σ n_i n_j ρ_ij. The definitions give

π_long = Σ_i n_i²[π11 n_i² + π12(1 − n_i²)] + 2π44(n_x²n_y² + n_y²n_z² + n_z²n_x²).

For [110], two of the n_i² are 1/2, so π_long = (π11 + π12 + π44)/2. With π12 = −π11/2 and the low-temperature π44 this is π11/4 + π44/2 = −0.203 − 0.065 = −0.268 per GPa.

For [111], each n_i² is 1/3, so π_long = (π11 + 2π12 + 2π44)/3. Repopulation drops out, because the stress treats all six valleys alike. What remains is 2π44/3: −0.086 per GPa with the low-temperature formula for π44, or about −0.13 per GPa with its 300 K value, a tenth to a sixth of the [100] coefficient.

**Q.** So why is the relation only "about" −2 in a real crystal?

**A.** In the model the ratio is exact as long as the density, the masses and the scattering strengths do not respond to stress, so a departure must come from one of these. With the density fixed, the candidates are direct changes of masses and scattering strengths under strain. Compare the factors that multiply strain. Repopulation has Ξ_u/kT = 348 in the example. Shear distortion has 2D/Δ = 60. Direct changes of the masses and couplings have neither kT nor the small gap Δ in a denominator, so I expect much smaller factors, though I have not calculated them. They can respond to hydrostatic stress and so make π11 + 2π12 differ from zero. They also include a tilt of the x and y valleys under ε_xy, which I left out of π44.

This ordering also tells you where the pattern should fail. Heating or heavy doping weakens repopulation but not the shear distortion, so π44 stops being small relative to π11: on the two-band surface with constant τ, π44/π11 is about 0.14 at 200 K, 0.24 at 300 K and 0.35 at 400 K, and it grows further with degeneracy. If the direct terms weaken more slowly than repopulation, the ratio −2 also becomes less accurate; I have not calculated this.

Computed values

```
m_l, m_t, M = 0.9, 0.2, 0.25 free-electron masses
Xi_d, Xi_u, D, gap = 1.0, 9.0, 15.0, 0.5 eV
S11, S12, S44 = 0.008, -0.002, 0.012 1/GPa
T = 300 K, kT = 0.025852 eV, K = 4.500
(K-1)/(2K+1) = 0.3500
[100] tension in example = 0.1 GPa
x-valley shift from mean = 6.000 meV
y,z-valley shift from mean = -3.000 meV
population fractions x, y, z pairs = [0.2609 0.3695 0.3695]
pi11 formula = -0.81232 1/GPa = -8.1232e-11 cm^2/dyn
pi12 formula = 0.40616 1/GPa = 4.0616e-11 cm^2/dyn
pi11 from k integral = -0.81232 1/GPa
pi12 from k integral = 0.40616 1/GPa
pi11(T/2)/pi11(T) from k integral = 2.0000
pi44 formula = -0.12960 1/GPa = -1.2960e-11 cm^2/dyn
pi44 two-band average, kT = 1 meV: -0.13080 1/GPa
pi44 two-band average, kT = 0.5 meV: -0.13019 1/GPa
pi44 extrapolated to kT = 0: -0.12959 1/GPa
pi44/pi11 = 0.1595
[110] longitudinal, repopulation = -0.20308 1/GPa
[110] longitudinal with pi44 = -0.26788 1/GPa
[111] longitudinal with pi44 = -0.08640 1/GPa
X = +0.1 GPa: sigma_xx, sigma_yy / sigma0 = 1.0761, 0.9620
  drho_xx/rho, drho_yy/rho = -0.0707, 0.0395
X = -0.1 GPa: sigma_xx, sigma_yy / sigma0 = 0.9147, 1.0427
  drho_xx/rho, drho_yy/rho = 0.0933, -0.0409
X = +1.0 GPa: sigma_xx, sigma_yy / sigma0 = 1.3341, 0.8330
  drho_xx/rho, drho_yy/rho = -0.2504, 0.2005
X = -1.0 GPa: sigma_xx, sigma_yy / sigma0 = 0.3609, 1.3196
  drho_xx/rho, drho_yy/rho = 1.7711, -0.2422
saturated sigma_xx/sigma0: tension 1.3500, compression 0.3000
intervalley phonon energy = 50.0 meV
intervalley a = 0.3667, enhancement = 1.3667
pi11/pi12 with intervalley scattering = -2.0000
degenerate case: Fermi level above edge = 5.0 kT
degenerate pi11 / nondegenerate pi11 = 0.2796
k0 (minimum to X point) = 0.1718 1/angstrom
shear strain 0.005: kappa = 0.300
  minimum shift = -11.250 meV
  z-valley mass along [110] = 0.1613 m
  z-valley mass along [1-10] = 0.2632 m
strain multipliers: Xi_u/kT = 348.1, 2D/gap = 60.0
```
